# Levich Limiting Current at a Rotating Disk: Derivation, Correction and Use

## 2. Limiting current, corrections and use

### 2.1 Quantities taken from the first half

The disk lies at $z=0$, with liquid at $z>0$. Its angular speed is $\omega$, the kinematic viscosity is $\nu$, and the reacting ion has diffusivity $D$ and bulk concentration $c_b$. The electrode has area $A$, and $n$ electrons are transferred per ion; $F$ now denotes the Faraday constant. The Schmidt number is $\mathrm{Sc}=\nu/D$.

The scaled height is $\zeta=z(\omega/\nu)^{1/2}$, and the axial velocity is $v_z=(\nu\omega)^{1/2}H(\zeta)$. Near the disk

$$
H=-a\zeta^2+\frac{\zeta^3}{3}-\frac{b\zeta^4}{6}+O(\zeta^5),
$$

with $a=0.51023$ and $b=0.61592$. The leading term is $v_z=-Bz^2$, where $B=a\omega^{3/2}\nu^{-1/2}$. Away from the electrode edge the concentration obeys

$$
D c''=v_zc',\qquad c(0)=0,\qquad c(\infty)=c_b,
$$

where primes on $c$ denote derivatives with respect to $z$.

### 2.2 Concentration profile and layer thickness

Insert $v_z=-Bz^2$ and divide by $D$:

$$
c''+\frac{B}{D}z^2c'=0 .
$$

Multiplication by $\exp[Bz^3/(3D)]$ turns the left side into a total derivative, because the derivative of the exponent is $Bz^2/D$:

$$
\frac{d}{dz}\left[c'\exp\left(\frac{Bz^3}{3D}\right)\right]=0 .
$$

The bracket is constant and equals its wall value $c'(0)$. Hence

$$
c'(z)=c'(0)e^{-z^3/s^3},\qquad
s^3=\frac{3D}{B}=\frac{3D\nu^{1/2}}{a\omega^{3/2}} .
$$

Integrate from the disk to the bulk and put $z=sx$:

$$
c_b=c'(0)\,s\int_0^\infty e^{-x^3}dx .
$$

With $t=x^3$, $dx=\tfrac13t^{-2/3}dt$, and the integral is

$$
\frac13\int_0^\infty t^{-2/3}e^{-t}dt
=\frac13\Gamma\!\left(\frac13\right)=\Gamma\!\left(\frac43\right)=0.89298 .
$$

Define the equivalent diffusion-layer thickness by $c'(0)=c_b/\delta$. Then

$$
\delta=s\,\Gamma(4/3)
=\Gamma(4/3)\left(\frac3a\right)^{1/3}D^{1/3}\nu^{1/6}\omega^{-1/2}
=1.6117\,D^{1/3}\nu^{1/6}\omega^{-1/2}.
$$

Compared with the viscous length, $\delta(\omega/\nu)^{1/2}=1.6117\,\mathrm{Sc}^{-1/3}$. This is small at large $\mathrm{Sc}$, which justifies the use of the near-wall velocity.

The thickness $\delta$ is where the tangent to the profile at the disk would reach $c_b$. It is not a sharp boundary. Integrating $c'$ up to height $z$ gives

$$
\frac{c(z)}{c_b}=\frac{1}{\Gamma(4/3)}\int_0^{z/s}e^{-x^3}dx
=P\!\left(\frac13,\frac{z^3}{s^3}\right),
$$

where $P$ is the regularized lower incomplete gamma function. At $z=\delta$ the concentration is $0.853\,c_b$. A finite-difference solution with the parabolic velocity tested both this value and the wall flux.

### 2.3 From flux to current

At the disk $v_z=0$, so the ion arrives by diffusion alone. The axial flux is $N_z=-Dc'(0)$, which is negative because the ions move towards the disk. Its magnitude is $Dc_b/\delta$. Each mole of ions takes up a charge of magnitude $nF$, and the limiting current density is

$$
j_L=nF\frac{Dc_b}{\delta}
=K\,nF\,D^{2/3}\nu^{-1/6}\omega^{1/2}c_b,
\qquad K=\frac{(a/3)^{1/3}}{\Gamma(4/3)} .
$$

Numerically, $(0.51023/3)^{1/3}=0.55405$, and division by $0.89298$ gives $K=0.62045$. If the current density is taken as uniform over the whole electrode, which neglects the excess at its edge (Section 2.5), $I_L=Aj_L$ is the formula stated at the start.

The powers follow from a balance of rates. Across a layer of thickness $\delta$, diffusion acts at a rate $D/\delta^2$ and convection at a rate $|v_z|/\delta=B\delta$. Equating them gives $\delta^3\sim D/B$. Because $B\propto\omega^{3/2}\nu^{-1/2}$, the cube root gives $\delta\propto D^{1/3}\nu^{1/6}\omega^{-1/2}$. The current contains $D/\delta$, which leaves $D^{2/3}$, $\nu^{-1/6}$ and $\omega^{1/2}$. Doubling the current by rotation therefore requires four times the speed.

### 2.4 Finite Schmidt number

The square-root law does not depend on the parabolic approximation. Use the full velocity and the variable $\zeta$ in the transport equation:

$$
D\frac{\omega}{\nu}\frac{d^2c}{d\zeta^2}
=(\nu\omega)^{1/2}H\left(\frac{\omega}{\nu}\right)^{1/2}\frac{dc}{d\zeta}
=\omega H\frac{dc}{d\zeta}.
$$

Division by $D\omega/\nu$ gives $d^2c/d\zeta^2=\mathrm{Sc}\,H\,dc/d\zeta$. Two integrations, as before, give

$$
j=nFDc_b\left(\frac{\omega}{\nu}\right)^{1/2}\frac1{J(\mathrm{Sc})},\qquad
J=\int_0^\infty\exp\left[\mathrm{Sc}\int_0^\zeta H(q)\,dq\right]d\zeta .
$$

The integral $J$ contains no speed. For the ideal laminar flow over an unbounded disk, the current density is thus proportional to $\omega^{1/2}$ at any fixed $\mathrm{Sc}$. Flow and concentration solutions computed separately at different speeds gave an exponent of $0.50000$.

The coefficient does depend on $\mathrm{Sc}$. To find the first correction, integrate the first two terms of $H$:

$$
\mathrm{Sc}\int_0^\zeta H\,dq
=\mathrm{Sc}\left(-\frac{a\zeta^3}{3}+\frac{\zeta^4}{12}+\dots\right).
$$

Set $\zeta=\sigma x$ with $\sigma^3=3/(a\,\mathrm{Sc})$. The cubic term becomes $-x^3$. The quartic term becomes $\mathrm{Sc}\,\sigma^4x^4/12=\sigma x^4/(4a)$, because $\mathrm{Sc}\,\sigma^3=3/a$. Since $\sigma$ is small at large $\mathrm{Sc}$, expand the exponential of the quartic term to first order over the region $x\sim1$ that supplies the integral:

$$
J=\sigma\left[\Gamma(4/3)+\frac{\sigma}{4a}\int_0^\infty x^4e^{-x^3}dx+O(\sigma^2)\right].
$$

The substitution $t=x^3$ gives $x^4dx=\tfrac13t^{2/3}dt$, so the remaining integral is $\Gamma(5/3)/3$. Taking out the leading term,

$$
J=\sigma\Gamma(4/3)\left[1+k\,\mathrm{Sc}^{-1/3}+O(\mathrm{Sc}^{-2/3})\right],
$$

$$
k=\left(\frac3a\right)^{1/3}\frac{\Gamma(5/3)}{12a\,\Gamma(4/3)}=0.2980 .
$$

The improved current density is

$$
j_{\mathrm{corr}}=\frac{j_L}{1+k\,\mathrm{Sc}^{-1/3}} .
$$

The sign has a simple origin. The cubic term in $H$ is positive and opposes the leading inflow, so liquid approaches more slowly than the parabola predicts. The diffusion layer is thicker and the current smaller. The corrected formula was tested against full-flow solutions for five combinations of speed, viscosity and diffusivity, with $\mathrm{Sc}$ between $1000$ and $10000$. The largest difference was $0.15\%$ of the corrected value.

### 2.5 The edge of a finite electrode

An electrode of radius $r_0$ is surrounded by an insulating face, where $\partial_zc=0$ instead of $c=0$. The concentration now depends on $r$, and ions can diffuse inwards across the edge.

With the near-wall velocities $v_r=Brz$ and $v_z=-Bz^2$, the natural length is $\ell=(D/B)^{1/3}$. Put $r=\ell R$ and $z=\ell Z$. The convective terms acquire the factor $B\ell$ and the diffusive terms the factor $D/\ell^2$. These factors are equal, so

$$
RZ\,\partial_Rc-Z^2\partial_Zc
=\frac1R\partial_R(R\,\partial_Rc)+\partial_Z^2c .
$$

This equation was solved for an electrode of radius $15\ell$ in an insulating plane. Within $0.8$ of the radius, the wall gradient differed from the one-dimensional value by at most $0.013\%$ of that value, including the error of the grid. The gradient in the outermost ring was larger than at the centre, as expected from inward diffusion.

The width $w$ of the edge zone can be estimated. At a height of order $w$ the radial velocity is $Br_0w$. Radial convection across the zone acts at a rate $Br_0w/w=Br_0$, and diffusion at a rate $D/w^2$. Equating them gives

$$
w\sim\left(\frac{D}{Br_0}\right)^{1/2}=\ell\left(\frac{\ell}{r_0}\right)^{1/2}.
$$

The zone is narrower than the diffusion layer when $r_0\gg\ell$. The outward flow limits how far the edge disturbance can spread towards the centre. The excess current is a fraction of order $w/r_0=(\ell/r_0)^{3/2}$ of the total. For $r_0=15\ell$, $w=0.26\ell$ is about the width of one ring of the grid used above, so that calculation shows the sign of the edge excess but not its size. The point $0.8r_0$ lies about $12w$ from the edge, and the $0.013\%$ found inside it is grid error. This estimate assumes a flush edge; a step or a gap would also alter the flow.

### 2.6 Worked example

Take a model ion with $n=2$, $D=1.0\times10^{-5}\ \mathrm{cm^2/s}$ and $c_b=1.0\times10^{-5}\ \mathrm{mol/cm^3}$. The liquid has $\nu=0.010\ \mathrm{cm^2/s}$, so $\mathrm{Sc}=1000$. The electrode radius is $0.25\ \mathrm{cm}$, its area is $0.19635\ \mathrm{cm^2}$, and the speed is $1600\ \mathrm{rpm}$.

The angular speed is $\omega=2\pi(1600)/60=167.55\ \mathrm{rad/s}$. The mass-transfer coefficient is

$$
\frac D\delta
=0.62045\,(10^{-5})^{2/3}(0.010)^{-1/6}(167.55)^{1/2}
=8.031\times10^{-3}\ \mathrm{cm/s}.
$$

The layer thickness follows as

$$
\delta=\frac{10^{-5}}{8.031\times10^{-3}}
=1.245\times10^{-3}\ \mathrm{cm}=12.45\ \mathrm{\mu m}.
$$

The electrode radius is about $201$ times this thickness. The viscous length is $77.25\ \mathrm{\mu m}$, so the layer edge lies at $\zeta=12.45/77.25=0.161$. There the full axial speed is $0.900$ of the parabolic value. The effect on the current is much smaller than this $10\%$ deficit, mainly because the current, proportional to $D/\delta$, varies only as the cube root of the velocity coefficient $B$: a uniform deficit of this size would lower it by $1-0.900^{1/3}=3.5\%$. The true deficit is smaller below $\delta$ and larger above it, and the net reduction, from the values below, is $3.0\%$.

The Levich current density and current are

$$
j_L=2(96485.33)(8.031\times10^{-3})(10^{-5})
=0.01550\ \mathrm{A/cm^2}=15.50\ \mathrm{mA/cm^2},
$$

$$
I_L=(15.50)(0.19635)=3.043\ \mathrm{mA}.
$$

Since $\mathrm{Sc}^{-1/3}=0.1$, the corrected value is $15.50/1.0298=15.05\ \mathrm{mA/cm^2}$. The full-flow calculation gives $15.03\ \mathrm{mA/cm^2}$. The simple formula is therefore $3.1\%$ above the full-flow value, and the first correction removes most of the difference.

The simple formula gives these values at four speeds:

| Speed (rpm) | $j_L$ (mA/cm²) |
|---:|---:|
| 400 | 7.75 |
| 900 | 11.62 |
| 1600 | 15.50 |
| 2500 | 19.37 |

The square roots of the speeds are in the ratio $20:30:40:50$, and the current densities follow it. The correction factor is the same in every row because $\mathrm{Sc}$ does not change. The computed values are collected in the numerical output below.

### 2.7 Using the formula with measured currents

A plot of the limiting current against $\omega^{1/2}$ should be a straight line through the origin. If its slope is $m$, the leading formula gives

$$
D=\left(\frac{m\,\nu^{1/6}}{K\,nFA\,c_b}\right)^{3/2}.
$$

A small relative error in $m$ becomes $3/2$ times as large in $D$. The finite-$\mathrm{Sc}$ error is amplified too. In the example, applying this expression to the full-flow current would give $D/(1.0313)^{3/2}=0.955D$, a value $4.5\%$ too low. To include the correction, solve

$$
D=\left[\frac{m\,\nu^{1/6}}{K\,nFA\,c_b}
\left(1+k\left(\frac D\nu\right)^{1/3}\right)\right]^{3/2}
$$

by repeated substitution, starting from the uncorrected value. The right side depends weakly on $D$ when $\mathrm{Sc}$ is large, so the iteration converges quickly.

A straight line alone does not establish the value of $D$. An error in the assumed area, concentration or electron number changes the $D$ inferred from the slope, but the measured line stays just as straight.

If the surface reaction is not fast enough, the surface concentration $c_s$ is above zero. The transport equation is linear, so the derivation holds with $c_b-c_s$ in place of $c_b$, and $j=j_L(1-c_s/c_b)$. For an irreversible first-order reaction with rate constant $k_s$, also $j=nFk_sc_s$. Write $j_k=nFk_sc_b$. Then $c_s/c_b=j/j_k$, and elimination of $c_s$ gives

$$
j=j_L\left(1-\frac{j}{j_k}\right)
\quad\Longrightarrow\quad
\frac1j=\frac1{j_L}+\frac1{j_k}.
$$

At low speed $j_L\ll j_k$ and transport controls the current. At high speed $j$ approaches $j_k$, and the plot against $\omega^{1/2}$ bends downwards. Such a current is not a limiting current in the sense used here.

### 2.8 Where the result fails

At low speed the layer of liquid dragged round by the disk becomes comparable in thickness with the radius of the rotating face, and the flow is no longer that of a wide disk. This layer is several viscous lengths thick: the swirl falls to $5\%$ of its wall value at $\zeta\approx3.6$. With $\nu=0.010\ \mathrm{cm^2/s}$, that height reaches $0.25\ \mathrm{cm}$ at about $20\ \mathrm{rpm}$. Density differences may then also drive a comparable flow. The formula's limit $I_L\to0$ as $\omega\to0$ should not be used as a prediction for a stationary electrode.

At high speed the flow becomes turbulent. A rough guide for a smooth face is a Reynolds number $r^2\omega/\nu$ of order $10^5$, with $r$ the radius of the whole rotating face. The example gives $1047$ for the electrode radius; a wider insulating holder raises this number by the square of the radius ratio.

The steady formula applies after the concentration layer has formed. The diffusion time scale is $\delta^2/D$, about $0.16\ \mathrm{s}$ in the example. During plating, a deposit whose roughness approaches $\delta$ changes both the area and the local transport. A second electrode reaction, such as hydrogen evolution, adds current that must be separated before the formula is applied. With too little supporting electrolyte, the electric field contributes to the ion flux and the formula no longer holds as written. In general the ions must then be treated together. For a single binary salt, electroneutrality removes the field from the transport equation, which keeps its form with the salt diffusivity in place of $D$, while the flux at the wall gains a migration term.

## Computed results

```
Radial wall shear a = 0.51023 (dimensionless)
Angular wall shear b = 0.61592 (dimensionless)
Gamma(4/3) = 0.89298 (dimensionless)
Levich coefficient K, omega in rad/s = 0.62045 (dimensionless)
Coefficient with speed in rpm = 0.20078
Thickness coefficient 1/K = 1.6117 (dimensionless)
Schmidt correction coefficient k = 0.2980 (dimensionless)
c/c_bulk at z = delta = 0.8529 (dimensionless)
Parabolic-flow flux, numeric/formula = 1.000000
Speed exponent from full flow = 0.50000
Largest error of corrected formula = 0.148 %
Finite disk: largest deviation inside 0.8 radius = 0.013 %
Electrons per ion n = 2
Faraday constant = 96485.33 C/mol
Diffusivity D = 1.0e-05 cm^2/s
Kinematic viscosity nu = 0.010 cm^2/s
Bulk concentration = 1.0e-05 mol/cm^3
Disk radius = 0.25 cm
Disk area = 0.19635 cm^2
Rotation speed = 1600 rpm
Angular speed omega = 167.55 rad/s
Schmidt number = 1000 (dimensionless)
Reynolds number r^2 omega/nu = 1047
Viscous length sqrt(nu/omega) = 77.25 um
Diffusion-layer thickness delta = 12.45 um
Disk radius/delta = 201 (dimensionless)
Full axial speed/parabola at delta = 0.8998
Mass-transfer coefficient D/delta = 8.0312e-03 cm/s
Levich current density = 15.50 mA/cm^2
Levich total current = 3.043 mA
Corrected current density = 15.05 mA/cm^2
Full-flow current density = 15.03 mA/cm^2
Levich excess over full flow = 3.13 %
Levich current density at 400 rpm = 7.75 mA/cm^2
Levich current density at 900 rpm = 11.62 mA/cm^2
Levich current density at 1600 rpm = 15.50 mA/cm^2
Levich current density at 2500 rpm = 19.37 mA/cm^2
```
